# Why Fourier interpolation can make a positive electron density negative

## Question

I have an electron density on a uniform periodic grid. Every sample is positive. To evaluate exchange energies more accurately I move the density to a finer grid by Fourier interpolation: transform, pad with zeros, transform back. The integral of $\rho$ is unchanged, yet $\rho^{4/3}$ returns "not a number" at many points far from the atom, and the reduced gradient looks wrong there too.

How can positive data give a negative interpolant? Is it round-off, is it the Gibbs phenomenon, and may I set the negative values to zero? Would it help to interpolate the orbitals instead?

## Answer

Negative values appear even in exact arithmetic, so round-off is not the root cause. Fourier interpolation reproduces the samples, but nothing in it protects the sign between them. One dimension shows the mechanism.

### The interpolation kernel

Let the cell have length $L$ and an odd number $N=2M+1$ of nodes $x_j=jh$, with $h=L/N$ and $j=-M,\dots,M$. With odd $N$ every wave $m$ has its partner $-m$. The interpolant is

$$\rho_I(x)=\sum_{m=-M}^{M}\tilde c_m e^{2\pi i m x/L},\qquad \tilde c_m=\frac1N\sum_j\rho_j e^{-2\pi i m x_j/L}.$$

Inserting the second expression into the first gives

$$\rho_I(x)=\sum_j\rho_j D(x-x_j),\qquad D(u)=\frac1N\sum_{m=-M}^{M}e^{2\pi i m u/L}.$$

Multiply the last sum by $e^{i\pi u/L}-e^{-i\pi u/L}=2i\sin(\pi u/L)$. Neighbouring terms cancel, and the two ends leave $e^{i\pi Nu/L}-e^{-i\pi Nu/L}=2i\sin(\pi u/h)$. Hence

$$D(u)=\frac{\sin(\pi u/h)}{N\sin(\pi u/L)}.$$

This is one at $u=0$ and zero at the other nodes. At $u=3h/2$ the numerator is $-1$ and, for $N\ge3$, the denominator is positive, so $D<0$. A sum of positive samples times a kernel with negative lobes can be negative.

### When negative values are unavoidable

Put $z=e^{2\pi i x/L}$. Then $z^M\rho_I$ is a polynomial in $z$ of degree at most $2M$, so a non-zero $\rho_I$ has at most $2M$ zeros per cell, counted with multiplicity. If $\rho_I$ is nowhere negative, each zero is a minimum, where the slope vanishes too, and counts at least twice. With $k$ zero samples this requires $2k\le 2M$.

So if more than $M$ samples vanish and some are positive, $\rho_I$ must go negative. The bound is sharp: the product of $1-\cos[2\pi(x-x_k)/L]$ over $M$ nodes has degree $M$, vanishes at those nodes and is nowhere negative.

This matters for strictly localized numerical orbitals, whose density is zero beyond a cutoff radius. It carries over to three dimensions along any grid line, because the kernels of the other two directions are then one or zero.

### How large the error is

A Gaussian tail is never zero, so its case needs an estimate. Write the true density as $\rho(x)=\sum_m c_m e^{2\pi i m x/L}$ over all integers $m$, and split $m=m'+lN$ with $|m'|\le M$. At the nodes $e^{2\pi i lNx_j/L}=e^{2\pi i lj}=1$, so the grid cannot distinguish $m$ from $m'$. Therefore

$$\rho_I(x)-\rho(x)=\sum_{|m|>M}c_m\left(e^{2\pi i m'x/L}-e^{2\pi i m x/L}\right),$$

$$|\rho_I-\rho|\le 2\sum_{|m|>M}|c_m|.$$

Since $\rho\ge0$, the right-hand side also bounds the depth of any negative value. In exact arithmetic, a density with no components beyond $M$ is reproduced without error, and no negative values arise. In double precision, round-off of a few times $10^{-16}$ of the peak remains and can still make a deeper vacuum negative.

At a midpoint $x=(j+\tfrac12)h$ we have $e^{-2\pi i lNx/L}=e^{-i\pi l(2j+1)}=(-1)^l$. The bracket is then $-2e^{2\pi i mx/L}$ for odd $l$ and zero for even $l$.

### Why it shows in the vacuum

For integer $j$, $\sin[\pi(x-jh)/h]=(-1)^j\sin(\pi x/h)$. The kernel sum becomes

$$\rho_I(x)=\frac{\sin(\pi x/h)}{N}\sum_j\frac{(-1)^j\rho_j}{\sin[\pi(x-x_j)/L]}.$$

Let the density be even about the node $x=0$. Far from it, the denominator may be replaced by $\sin(\pi x/L)$, which leaves the alternating sum $A=\sum_j(-1)^j\rho_j$. Poisson summation reads

$$\sum_j f(jh)=\frac1h\sum_l\int f(x)e^{-2\pi i l x/h}\,dx.$$

Take $f=\rho\,e^{i\pi x/h}$ and define $F(k)=\int\rho\,e^{-ikx}dx$ and $K=\pi/h$. The result is $A=h^{-1}\sum_l F[(2l-1)K]$. For a smooth density the terms $l=0$ and $l=1$ dominate, so $A\simeq2F(K)/h$. With $Nh=L$,

$$\rho_I(x)\simeq\frac{2F(K)}{L}\,\frac{\sin(\pi x/h)}{\sin(\pi x/L)}.$$

The sign alternates from one grid interval to the next. For $x\ll L$ and $F(K)\neq0$ the amplitude falls only as $1/x$, while a Gaussian density falls much faster. If the alternating sum vanishes, the next term of the expansion below takes over: two equal Gaussians at $\pm3h/2$ ring as $1/x^3$, and one Gaussian centred midway between nodes as $1/x^2$. The decay is still only a power law. Beyond some distance the ringing wins.

How far is far? For a Gaussian of width $\sigma$, $F(k)=e^{-k^2\sigma^2/2}$. For $x\ll L$ expand $1/(x-x_j)=1/x+x_j/x^2+x_j^2/x^3+\dots$. The linear term cancels by symmetry. The quadratic one brings $-F''(K)/F(K)=\sigma^2-\sigma^4K^2$, a relative correction $(\sigma^2-\sigma^4K^2)/x^2$. For $K\sigma\gg1$ the law thus needs $x\gg\sigma^2K$.

### Is this the Gibbs phenomenon?

Not for a smooth density. In the one-dimensional Gaussian example below, the most negative value relative to the peak is $-8.2\times10^{-3}$ for 17 nodes, $-1.0\times10^{-4}$ for 25, $-2.7\times10^{-7}$ for 33 and $-1.6\times10^{-10}$ for 41. The decay follows from that of $F(K)$, which is especially fast for a Gaussian; for a density with a nuclear cusp $F(K)$ falls only as a power of $K$, and refinement gains far more slowly. The scale $2F(K)/L$ is not itself a bound: with 17 nodes the depth is 1.15 times that value.

A jump behaves differently. Take a step of height one, many spacings wide in a much larger cell, so that $D(u)\to\sin(\pi u/h)/(\pi u/h)$. The midpoint between the first two zero samples is $3h/2$ from the last sample equal to one, and there

$$\rho_I=\sum_{n=1}^{\infty}\frac{(-1)^n}{\pi(n+\frac12)}=\frac2\pi\left(\frac\pi4-1\right)=\frac12-\frac2\pi\simeq-0.137.$$

The spacing has dropped out: refinement narrows the undershoot but does not remove it. The computed minima, for a step that fills a third of the cell, are $-0.147$ for 99 nodes and $-0.143$ for 303. They differ from the midpoint value because the minimum need not lie at a midpoint and because both the step, 33 or 101 samples wide, and the cell are finite. For an infinitely wide step the minimum is $-0.141$, at $1.42h$ from the last sample equal to one, and the computed minima approach this value under refinement.

### What interpolating the orbitals changes

Interpolate each orbital to $\psi_{i,I}$ and then form

$$\rho_{\rm orb}(x)=\sum_i f_i|\psi_{i,I}(x)|^2,\qquad f_i\ge0.$$

This cannot be negative. It agrees with the original density at the nodes. It also keeps the charge: if $\tilde a_m$ are the coefficients of one interpolated orbital, orthogonality of the waves on the grid gives $\sum_m|\tilde a_m|^2=N^{-1}\sum_j|\psi_j|^2$, so

$$\int_0^L|\psi_I|^2dx=L\sum_m|\tilde a_m|^2=h\sum_j|\psi_j|^2.$$

Interpolating the density gives the same integral, $L\tilde c_0=h\sum_j\rho_j$. A correct total charge is therefore no evidence of a correct sign.

There is also a gain in resolution. If the orbitals contain waves up to degree $m$, their products reach degree $2m$. The orbitals need $2m+1$ nodes, the density $4m+1$. For one pair of orbitals with $m=4$ and randomly drawn coefficients, interpolating the density from 17 nodes is correct to round-off. From 15 nodes the largest error is 4.5% of the peak density, and from 9 nodes 39%. Interpolating the orbitals from 9 nodes reproduces the density to round-off.

For the Gaussian, $\psi=(2\pi\sigma^2)^{-1/4}e^{-x^2/4\sigma^2}$ and

$$F_\psi(K)=(2\pi\sigma^2)^{-1/4}(4\pi\sigma^2)^{1/2}e^{-K^2\sigma^2}=(8\pi\sigma^2)^{1/4}e^{-K^2\sigma^2}.$$

Where ringing dominates the orbital, its square carries $e^{-2K^2\sigma^2}$, against $e^{-K^2\sigma^2/2}$ for the interpolated density: four times the exponent.

### A three-dimensional example

Put two electrons in one Gaussian orbital, so that $\rho=2g(x)g(y)g(z)$ with $g$ a normalized Gaussian. The model parameters are $\sigma=0.05$ nm, $L=1$ nm and $N=25$ per direction, hence $h=0.04$ nm. Because the density is a product, so is its interpolant. Here $K\sigma=3.927$ and $F(K)=e^{-7.71}=4.48\times10^{-4}$.

On the $x$ axis the interpolated density first turns negative at 0.215 nm. Densities at three midpoints, in nm$^{-3}$, are:

| $x$ (nm) | true | density route | orbital route |
|---|---|---|---|
| 0.22 | $6.35\times10^{-2}$ | $-3.82\times10^{-2}$ | $6.35\times10^{-2}$ |
| 0.30 | $1.547\times10^{-5}$ | $-0.101$ | $1.546\times10^{-5}$ |
| 0.46 | $4.2\times10^{-16}$ | $-0.096$ | $1.4\times10^{-12}$ |

Compare the last row with the far law. The peak is $2g(0)^3=1015.9$ nm$^{-3}$, so $g(0)=7.979$ nm$^{-1}$ and $2g(0)^2=127.3$ nm$^{-2}$. The law gives $-127.3\times(8.96\times10^{-4})/\sin(0.46\pi)=-0.115$ nm$^{-3}$, about 20% too large in magnitude. That is no surprise, since $\sigma^2K=0.196$ nm is not small compared with 0.46 nm.

### What the functionals make of it

The local exchange energy and its potential are

$$E_x=-C_x\int\rho^{4/3}d^3r,\qquad v_x=-\tfrac43C_x\rho^{1/3},\qquad C_x=\frac34\left(\frac3\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0},$$

with $C_x=1.0635$ eV nm. At $x=0.30$ nm the spurious density is only $10^{-4}$ of the peak, but the cube root turns $10^{-4}$ into about 0.046. If the code takes the real cube root of a negative number, then $v_x=-\tfrac43(1.0635)(-0.466)=+0.66$ eV, where the true value is $-0.035$ eV. If it uses a real power function, it returns "not a number", as you saw.

The reduced gradient is

$$s=\frac{|\nabla\rho|}{2(3\pi^2)^{1/3}\rho^{4/3}}.$$

It has no useful meaning for $\rho<0$, and it is also wrong where the ringing is positive. At $x=0.33$ nm the true $s$ is about 3020. The density route gives 31: its density is too large by a factor of $2.0\times10^5$ and its gradient by $1.2\times10^5$, but the density enters the denominator with the power 4/3. The orbital route gives 3007. At a distance $\delta$ on the positive side of a simple zero, $\rho\simeq a\delta$, so $s\propto\delta^{-4/3}$.

### Positive does not mean accurate

At $x=0.46$ nm the orbital route gives a density some 3300 times too large. In absolute terms this is tiny: the local potential is $-1.6\times10^{-4}$ eV instead of $-1.1\times10^{-5}$ eV. The reduced gradient is a ratio, so a small absolute error in the density does not protect it: at 0.41 nm it is too small by a factor of four.

The interpolated orbital also rings through zero. Near such a point $\psi_I\simeq a\delta$, so $\rho\propto\delta^2$ and $|\nabla\rho|\propto\delta$, which gives $s\propto\delta/\delta^{8/3}=\delta^{-5/3}$. The PBE exchange energy survives this. Its integrand is $-C_x\rho^{4/3}F_x(s)$ with

$$F_x=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}\le1+\kappa,$$

where $\kappa$ and $\mu$ are positive constants of the functional, so the integrand vanishes with $\rho$. This argument covers the energy, not the PBE potential, which contains further derivatives.

### May you clip?

Take a quadrature grid of 100 points per direction, shifted so that no point coincides with an original node. The interpolated density is negative at 46% of its points. This fraction depends on the spacing and placement of the quadrature grid. Its integral is still two electrons, so setting the negative part to zero must add charge, here $8.0\times10^{-4}$ electrons on this grid and $7.9\times10^{-4}$ on much finer ones.

The true density gives exchange energies of $-13.888$ eV ($-2.225\times10^{-18}$ J) in the local approximation and $-15.555$ eV with PBE. Relative to these, interpolating and clipping causes errors of $-3.0\times10^{-4}$ and $-4.8\times10^{-4}$ eV; the second becomes $-4.7\times10^{-4}$ eV with 200 or 300 quadrature points per direction. The orbital route stays within $10^{-8}$ eV of both. These are functionals evaluated on a prescribed density, not a self-consistent calculation.

So clipping may be tolerable for a total exchange energy in an example like this one. The error depends on the spacing and on where the atom sits between the nodes; with 17 nodes per direction it is already about $-0.12$ eV in the local approximation. It does not repair the vacuum: half the ringing remains as false positive density, with potentials of about $-0.66$ eV at 0.26 and 0.34 nm.

If you have the orbitals, interpolate them first and square afterwards, and take the gradient from the same functions, $\nabla\rho=2\,\mathrm{Re}\sum_i f_i\psi_{i,I}^*\nabla\psi_{i,I}$. At a non-zero Bloch vector, interpolate the periodic part of each orbital; the Bloch phase drops out of both $\rho$ and $\nabla\rho$. The guarantee lapses if a smearing scheme produces negative occupations, or if you add a separately interpolated core density that itself rings. If only the density is available, interpolating $\sqrt\rho$ and squaring keeps the sign and, by the argument above, the charge, but $\sqrt\rho$ of a many-centre density can need more waves than $\rho$ and the result can be less accurate where the density is large. To interpolate $\rho$ itself, make its grid fine enough that the neglected coefficients, through the bound above, are small compared with the lowest density at which you need $\rho^{1/3}$. For $s$ the gradient must be accurate too, and the bound on its error weights each neglected coefficient by its wave number. Refinement does not help below the round-off level. The numerical output below gives the remaining values.

## Computed values

```
cell 1.00 nm; N 25; spacing 0.040 nm; sigma 0.050 nm
K 78.53982 nm^-1; K*sigma 3.92699; C_x 1.063498 eV nm
F_density(K) 4.480398e-04; F_orbital(K) 1.005028e-07 nm^0.5
3D peak density 1015.89817 nm^-3
first negative axis point: 0.21540 nm
far actual/law: density 0.99794, orbital 0.99152
axis x/nm: true, density-route, orbital-route density / nm^-3
0.22: 6.35155e-02, -3.81542e-02, 6.35150e-02
0.26: 1.36518e-03, 1.03689e-01, 1.36525e-03
0.30: 1.54721e-05, -1.01358e-01, 1.54637e-05
0.34: 9.24617e-08, 9.98125e-02, 9.31440e-08
0.46: 4.24139e-16, -9.61066e-02, 1.38921e-12
axis x/nm: LDA exchange potential / eV, same order, real cube root
0.22: -5.65764e-01, 4.77371e-01, -5.65763e-01
0.26: -1.57304e-01, -6.66172e-01, -1.57306e-01
0.30: -3.53339e-02, 6.61142e-01, -3.53276e-02
0.34: -6.41204e-03, -6.57765e-01, -6.42777e-03
0.46: -1.06540e-05, 6.49521e-01, -1.58221e-04
axis x/nm: reduced gradient s, same order (dimensionless)
0.25: 1.03699e+02, 2.65684e+01, 1.03695e+02
0.33: 3.01832e+03, 3.05147e+01, 3.00690e+03
0.41: 1.94111e+05, 3.08658e+01, 4.78189e+04
s growth powers at zeros: density 1.3338, orbital 1.6662
negative volume fraction 0.45741; raw LDA energy nan eV
charge added by clipping 8.002991e-04 electrons
true: E_x LDA -13.88807781 eV, PBE -15.55535466 eV
density, clipped: E_x LDA -13.88838185 eV, PBE -15.55583324 eV
orbital: E_x LDA -13.88807781 eV, PBE -15.55535465 eV
density route error: LDA -3.04038e-04 eV, PBE -4.78579e-04 eV
orbital route error: LDA -6.20778e-10 eV, PBE 9.09129e-09 eV
true LDA exchange energy in joules: -2.225115e-18 J
N: 1D minimum/true peak, depth/(2F(K)/L), depth/aliasing bound
17: -8.15765e-03, 1.1506, 0.5563
25: -9.97107e-05, 0.8878, 0.6197
33: -2.72045e-07, 0.7418, 0.6999
41: -1.58072e-10, 0.6403, 0.7859
unit-step minima: N=99 -0.14671, N=303 -0.14295
degree-4 orbitals, density error/peak: 9 nodes 3.858e-01, 15 nodes 4.545e-02, 17 nodes 6.236e-16
```
